# When Space Charge Spoils the Uniform Field in a 3 nm Oxide

A calculation of field-driven oxidation has to settle early whether the field in the oxide may be set to $V/L$, the potential drop divided by the thickness, or whether Poisson's equation must be solved together with the ion transport. The first choice gives a closed growth law; the second gives a coupled problem with the defect density as an extra unknown. A natural way to decide is to compare $L$ with the Debye length $\lambda$ of the charged defects. For a 3 nm film with the parameters below, $\lambda=L$ at a defect density of $1.6\times10^{18}\ \mathrm{cm^{-3}}$, yet with a uniform defect charge, averaged over planes parallel to the film, the oxidation rate departs from its uniform-field value by a factor $e$ only near $5\times10^{19}\ \mathrm{cm^{-3}}$. For the plane-averaged field under a large potential drop, $L<\lambda$ is a sufficient condition in a thin film, but it is far from necessary.

## Conventions and the quick estimate

Hartree atomic units are used, with $4\pi\varepsilon_0=1$. The metal lies at $x=0$ with potential $V$, and the oxygen-covered surface lies at $x=L$ with potential zero. The drop $V$ is held fixed. The oxide has uniform relative permittivity $\varepsilon$ and contains defects of charge $q>0$ and mean density $n$. All charge densities and fields are averages over planes parallel to the film. The field $E=-d\phi/dx$ points outward and obeys

$$\frac{dE}{dx}=\frac{4\pi\rho}{\varepsilon},\qquad \lambda^2=\frac{\varepsilon kT}{4\pi q^2 n}.$$

Growth is taken to be limited by metal ions entering the oxide. An ion, also of charge $q$, starts at $x=0$ and crosses a barrier whose top is a distance $a\ll L$ away. The field lowers the zero-field barrier $W$ by $qaE(0)$, so

$$\text{rate}\propto\exp\left[-\frac{W-qaE(0)}{kT}\right].$$

Reverse jumps are neglected, which requires $qaE(0)$ to exceed $kT$ clearly.

If the defect charge is uniform and uncompensated, the film carries a charge $qnL$ per unit area. The field therefore rises by $4\pi qnL/\varepsilon$ from the metal to the outer surface. Its average is pinned at $V/L$, so it must start half of this amount below the average. The assumption fails for the rate when this deficit, acting on an ion over the distance $a$, costs an energy $kT$:

$$qa\,\frac{2\pi qnL}{\varepsilon}\sim kT
\quad\Rightarrow\quad
n\sim\frac{\varepsilon kT}{2\pi q^2aL}.$$

The length that enters is $\sqrt{aL}$, not $L$, which is why the Debye comparison gives too low a density.

## The field at the metal for any charge profile

Integrating Poisson's equation once from the metal gives

$$E(x)=E(0)+\frac{4\pi}{\varepsilon}\int_0^x\rho(x')\,dx'.$$

The integral of $E$ over the film is the fixed drop $V$. In the resulting double integral, a charge at $x'$ contributes to every $x$ between $x'$ and $L$, hence with weight $L-x'$:

$$V=LE(0)+\frac{4\pi}{\varepsilon}\int_0^L\rho(x')(L-x')\,dx'.$$

Division by $L$ yields

$$E(0)=\frac VL-\frac{4\pi}{\varepsilon}\int_0^L\rho(x)\left(1-\frac xL\right)dx. \tag{1}$$

Charge next to the metal counts fully, and charge next to the outer surface hardly counts. Numerical solutions of Poisson's equation for narrow sheets at $x/L=0.1$, $0.5$ and $0.9$ give shifts of $0.9$, $0.5$ and $0.1$ of the full sheet field, as equation (1) requires.

For uniform charge, $\rho=qn$ and the weight integrates to $L/2$, so that

$$E(0)=\frac VL-\frac{2\pi qnL}{\varepsilon}. \tag{2}$$

To express this through the Debye length, use $4\pi qn/\varepsilon=kT/(q\lambda^2)$, which follows from the definition of $\lambda^2$. The relative change of the field is then

$$\frac{E(0)-V/L}{V/L}=-\frac{kTL}{2q\lambda^2}\,\frac LV=-\frac{L^2}{2\lambda^2}\,\frac{kT}{qV}. \tag{3}$$

The Debye ratio appears multiplied by $kT/(qV)$, which is small in field-driven oxidation. The field at the metal vanishes when the right side of (2) is zero, at

$$n_{\rm zero}=\frac{\varepsilon V}{2\pi qL^2}.$$

## From the field to the rate

The logarithm of the rate, relative to the uniform-field rate, changes by $qa/kT$ times the change of field. With the same substitution,

$$\ln\frac{\text{rate}}{\text{rate}_{\rm uniform}}
=-\frac{qa}{kT}\,\frac{kTL}{2q\lambda^2}
=-\frac{aL}{2\lambda^2}. \tag{4}$$

The potential drop has cancelled, because the rate responds to the absolute change of field. Defining failure as a change by a factor $e$ means $aL=2\lambda^2$, or

$$n_{\rm rate}=\frac{\varepsilon kT}{2\pi q^2aL}. \tag{5}$$

The quick estimate is thus the result of this model, including the factor $2\pi$.

Equation (4) uses the field at $x=0$ for the whole jump. The potential that satisfies Poisson's equation and both boundary values is

$$\phi(x)=V\left(1-\frac xL\right)+\frac{2\pi qn}{\varepsilon}\,x(L-x).$$

Its second term vanishes at $x=0$ and raises the ion's energy at $x=a$ by $(2\pi q^2n/\varepsilon)\,a(L-a)$. Since $2\pi q^2n/\varepsilon=kT/(2\lambda^2)$, this energy divided by $kT$ is $(aL/2\lambda^2)(1-a/L)$. The correction to (4) is therefore a factor $1-a/L$.

## Three densities compared

Setting $\lambda=L$ defines the Debye density

$$n_{\rm D}=\frac{\varepsilon kT}{4\pi q^2L^2},\qquad
\frac{n_{\rm rate}}{n_{\rm D}}=\frac{2L}{a},\qquad
\frac{n_{\rm zero}}{n_{\rm D}}=\frac{2qV}{kT}.$$

Dividing the two ratios gives $n_{\rm rate}/n_{\rm zero}=kT/(qaV/L)$. The rate therefore fails before the field at the metal vanishes if $qaV/L>kT$, which is also what makes the growth field-driven. At fixed $V$ this holds for $L<qaV/(kT)$. In thicker films the field at the metal would vanish first, but there the rate law itself has lost its basis, since reverse jumps matter.

The worked case uses model parameters: $L=56.69$ bohr (3 nm), $\varepsilon=10$, $T=300$ K, $q=1$, $V=0.040$ hartree/$e$, $a=4.0$ bohr and $W=0.050$ hartree. Then $kT=9.50\times10^{-4}$ hartree, $qV/kT=42.1$ and $qa(V/L)/kT=2.97$. With an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$, these values give only about $3\times10^{-9}$ entry jumps per site and second, so the example describes a film that has practically stopped growing. The barrier $W$ cancels in the rate ratio and does not affect the densities, which are

$$n_{\rm D}=\frac{10\times9.50\times10^{-4}}{4\pi\,(56.69)^2}
=2.35\times10^{-7}\ \text{bohr}^{-3},$$

$$n_{\rm rate}=\frac{10\times9.50\times10^{-4}}{2\pi\times4.0\times56.69}
=6.67\times10^{-6}\ \text{bohr}^{-3},$$

$$n_{\rm zero}=\frac{10\times0.040}{2\pi\,(56.69)^2}
=1.98\times10^{-5}\ \text{bohr}^{-3}.$$

In laboratory units these are $1.6\times10^{18}$, $4.5\times10^{19}$ and $1.3\times10^{20}\ \mathrm{cm^{-3}}$. If the field itself is wanted to 10% at the metal, the limit is one tenth of $n_{\rm zero}$, or $1.3\times10^{19}\ \mathrm{cm^{-3}}$.

At $n_{\rm D}$ the field at the metal is only 1.2% below $V/L$, and the rate is 3.5% below its uniform-field value. At $n_{\rm rate}$ the film is 5.3 Debye lengths thick and the field at the metal is 34% below $V/L$. The exponent $qaE(0)/kT$ has then dropped from 2.97 to 1.97. For a symmetric barrier between equally occupied sites of equal zero-field energy, the reverse rate is then at most about $e^{-2\times1.97}\approx2\%$ of the forward rate, since the field increases away from the metal.

The exponent was also tested with a cosine barrier in the numerically computed potential, by locating the energy minimum and the barrier top. At $n_{\rm rate}$ the barrier rises from 0.04721 to 0.04808 hartree, which changes the logarithm of the rate by $-0.91$. Equation (4) with the factor $1-a/L=0.93$ gives $-0.93$. The small remainder has the expected sign: an outward force moves the minimum outward and the barrier top inward, so the distance over which the field acts is slightly shorter than $a$.

## Where the Debye length does decide

Suppose now that the defects are mobile, that a fixed uniform background of charge density $-qn$ neutralizes the film as a whole, and that no net defect current flows. Let $u=q\phi/kT$, $s=x/L$, $K=L/\lambda$ and $w=qV/kT$. In mean-field theory the defect density is $n\,m(s)$, with the total number conserved:

$$m=\frac{e^{-u}}{\int_0^1e^{-u}ds},\qquad u''=-K^2(m-1).$$

**Small bias.** For $w\ll1$, expansion to first order gives $m\approx1-(u-\bar u)$, where $\bar u$ is the average of $u$. Hence $u''=K^2(u-\bar u)$. The general solution for $u-\bar u$ is a sum of $\cosh K(s-\tfrac12)$ and $\sinh K(s-\tfrac12)$. Its average must vanish, which removes the cosh term. The condition $u(0)-u(1)=w$ fixes the other coefficient:

$$u-\bar u=-\frac w2\,\frac{\sinh K(s-\frac12)}{\sinh(K/2)},\qquad
\frac{E}{V/L}=-\frac{u'}w=\frac K2\,\frac{\cosh K(s-\frac12)}{\sinh(K/2)}.$$

The field relative to $V/L$ is $K/(2\sinh(K/2))$ in the middle and $(K/2)\coth(K/2)$ at the edges. Here $L/\lambda$ alone controls uniformity. At $L=\lambda$ the values are 0.96 and 1.08, so the field is still nearly uniform; at $L=5\lambda$ they are 0.41 and 2.5. Numerical solutions of the nonlinear equation at $w=0.02$ agree with both formulas.

**Large bias.** For $w\gg1$ and weak screening, $K^2/w\ll1$, the potential stays close to $u=w(1-s)$. The mobile defects then pile up against the outer surface with $m\approx we^{-w(1-s)}$, at a mean distance $L/w$ from it. In equation (1) they contribute a weight $1/w$ and the background contributes $-\tfrac12$:

$$E(0)-\frac VL=-\frac{4\pi qnL}{\varepsilon}\left(\frac1w-\frac12\right)
=+\frac{4\pi qnL}{\varepsilon}\left(\frac12-\frac{kT}{qV}\right).$$

The shift has the opposite sign to (2), because the bare negative background now lies next to the metal, but its size is almost the same. At $L=\lambda$ the nonlinear solution gives a coefficient of 0.476, equal to the prediction to three figures. At $n_{\rm rate}$ screening is no longer weak, and the full solution gives a field at the metal 32% above $V/L$. Using this field for the whole jump gives a logarithmic rate change of $+0.94$, a slight overestimate because the field falls away from the metal. Compensation by a fixed background thus turns a slowing into an acceleration in this mean-field, zero-current limit, while the failure density stays close to (5).

## How far the estimate can be trusted

Equation (1) bounds the effect of an unknown profile. For charge of one sign the weight lies between 0 and 1, so the shift lies between zero and twice the uniform value. Within the rate law used here, the plane-averaged field therefore cannot produce a factor $e$ below $n_{\rm rate}/2$, or $2.3\times10^{19}\ \mathrm{cm^{-3}}$. There is no corresponding upper limit that holds for every profile. Charge at a distance $d$ from the outer surface shifts $E(0)$ by only $4\pi qnd/\varepsilon$, which is small at any given density if $d$ is small enough, and charge neutralized locally also leaves $E(0)$ nearly unchanged.

The parameters enter (5) simply. Doubling $q$ for both defects and ions lowers $n_{\rm rate}$ fourfold, and doubling $\varepsilon$ raises it twofold.

The discreteness of the charge is a more serious limit. At $n_{\rm rate}$ the mean defect spacing $n^{-1/3}$ is 53 bohr, about the film thickness, so the field varies along the metal surface. Equation (1) still holds for the plane average, because Poisson's equation is linear and the boundaries are equipotential planes. The rate, however, is exponential in the local field, and the average of a convex function is at least the function of the average:

$$\left\langle e^{qaE(0)/kT}\right\rangle\ \ge\ e^{qa\langle E(0)\rangle/kT}.$$

For equal barriers $W$ everywhere, lateral variation thus makes the mean rate higher than (4) states, by an amount not estimated here. With positive defects alone the bound survives if the outer surface is at one potential point by point, like a conductor: each defect then lowers the field everywhere on the metal, so the mean rate stays between the uniform-field rate and the value obtained from (1), which is (4) for a uniform profile. If only the plane-averaged drop is fixed, the field far from the defects rises and this argument does not apply. Discrete negative charges raise the field locally. A charge $-q$ at a distance $z\ll L$ from the metal, together with its image, adds about $2q/(\varepsilon z^2)$ to the field at the nearest point of the metal and so about $2q^2a/(\varepsilon kTz^2)$ to the exponent, roughly 13 for $z=8$ bohr. A few such sites can dominate the mean rate at densities well below the bound.

At $n_{\rm D}$ there are only 0.04 defects in a volume $\lambda^3$. Mean-field theory has its usual justification when this number is large, which is not the case here. Since $n\lambda^3$ falls as $n^{-1/2}$, the number is smaller still at $n_{\rm rate}$, about 0.008. The mean-field results for mobile defects therefore illustrate how compensation can act; they are not quantitative predictions for such a film. For a 3 nm film like this one, $V/L$ gives the plane-averaged field to within about 15% for charge of one sign up to a mean density of about $10^{19}\ \mathrm{cm^{-3}}$; at several times that density, Poisson's equation belongs in the calculation. The numerical output below lists the values used.

## Numbers as computed

```
film thickness L = 56.69 bohr (3 nm)
relative permittivity = 10
temperature = 300 K
thermal energy kT = 9.5004e-04 hartree
defect charge q = 1 e
potential drop V = 0.040 hartree/e
site-to-barrier distance a = 4.0 bohr
zero-field barrier W = 0.050 hartree
mean field V/L = 7.0557e-04 a.u.
qV/kT = 42.10
q a (V/L)/kT = 2.971
density, Debye length = L: 2.352e-07 bohr^-3 = 1.59e+18 cm^-3
density, 10% lower metal-side field: 1.981e-06 bohr^-3 = 1.34e+19 cm^-3
density, entry rate down by e: 6.668e-06 bohr^-3 = 4.50e+19 cm^-3
density, metal-side field zero: 1.981e-05 bohr^-3 = 1.34e+20 cm^-3
n_rate/n_debye = 28.35
n_zero/n_debye = 84.21
half of n_rate (one-sign lower bound) = 2.25e+19 cm^-3
Debye length at n_rate = 10.65 bohr
L/lambda at n_rate = 5.324
metal-side field/mean at n_debye = 0.9881
log rate change at n_debye = -0.0353
rate factor at n_debye = 0.9653
metal-side field/mean at n_rate = 0.6634
numerical barrier, uniform field = 0.047210 hartree
numerical barrier at n_rate = 0.048076 hartree
log rate change from numerical barrier = -0.9115
jump-length correction 1 - a/L = 0.9294
sheet at x/L = 0.1: shift/full sheet field = 0.9000
sheet at x/L = 0.5: shift/full sheet field = 0.5000
sheet at x/L = 0.9: shift/full sheet field = 0.1000
small bias, L/lambda = 1: middle field/mean = 0.9595, edge = 1.0820
small bias, L/lambda = 5: middle field/mean = 0.4132, edge = 2.5339
large bias, L/lambda = 1: metal-side shift/full sheet field = 0.4761
weak-screening prediction 1/2 - kT/qV = 0.4762
compensated film at n_rate: metal-side field/mean = 1.3177
compensated film at n_rate: log rate change = 0.9438
mean defect spacing at n_rate = 53.13 bohr
defects per cubed Debye length at n_debye = 0.0429
```
